# Layer-by-Layer Screening of Gate Charge in Stacks of Conducting Sheets: a program that tests the result

```python
"""Induced charge in a gated stack of constant-density-of-states sheets.
Result under test, for layer j of N (j=1 nearest the gate):
  n_j/n_g = 2 sinh(k/2) cosh(k(N-j+1/2))/sinh(k N),
  2 sinh(k/2) = sqrt(beta), beta = D/K, K = eps/(e^2 d).
For N -> infinity: n_j/n_g = (1-r) r^(j-1), r = exp(-k).
D: states per area and energy; d: spacing; n_g: gate charge / e.
Internal units: nm, eV, electrons per nm^2 (1 nm^-2 = 1e14 cm^-2).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

COULOMB = sc.e / sc.epsilon_0 * 1e9          # e/eps0 in V nm
HBAR2_M = sc.hbar**2 / sc.m_e / sc.e * 1e18  # hbar^2/m_e in eV nm^2
TO_UF = sc.e * 1e14 * 1e6                   # 1/(eV nm^2) to uF/cm^2


def decay_constant(beta):
    return 2 * np.arcsinh(np.sqrt(beta) / 2)


def fractions(layers, beta):
    k = decay_constant(beta)
    j = np.arange(1, layers + 1)
    return (2 * np.sinh(k / 2) * np.cosh(k * (layers - j + 0.5))
            / np.sinh(k * layers))


def charged_planes(layers, dos, stiffness, gate):
    """Solve equal electrochemical potential using -|z| plane potentials."""
    i = np.arange(layers)
    matrix = np.zeros((layers + 1, layers + 1))
    matrix[:layers, :layers] = (np.eye(layers) / dos
                               - abs(i[:, None] - i) / (2 * stiffness))
    matrix[:layers, -1] = -1
    matrix[-1, :layers] = 1
    source = np.append(-gate * i / (2 * stiffness), gate)
    return np.linalg.solve(matrix, source)[:layers]


# Rough model inputs
N = 5
mass, degeneracy = 0.5, 4
d, eps_perp, eps_par = 0.65, 6.0, 15.0
n0, ng = 0.20, 0.10
t_ox, eps_ox = 5.0, 20.0
barrier, mass_ox, breakdown = 2.0, 0.2, 5.0
temperature = 300.0
kT = sc.k * temperature / sc.e
cold = 3e-4

D = degeneracy * mass / (2 * np.pi * HBAR2_M)
K = eps_perp / (COULOMB * d)
beta = D / K
kappa = decay_constant(beta)
r = np.exp(-kappa)
f = fractions(N, beta)
direct = charged_planes(N, D, K, ng)

# Finite and semi-infinite profiles, over weak and strong screening
for b in (0.05, 1.0, beta, 40.0):
    for layers in (2, 5, 12):
        planes = charged_planes(layers, b, 1.0, 1.0)
        assert np.allclose(planes, fractions(layers, b), atol=1e-10)
        assert abs(planes[-1] * (1 + b) - planes[-2]) < 1e-9
deep = charged_planes(60, D, K, 1.0)
assert np.allclose(deep[:6], (1 - r) * r**np.arange(6), atol=1e-10)
root_formula = 1 + beta / 2 - np.sqrt(beta + beta**2 / 4)
assert abs(deep[1] / deep[0] - root_formula) < 1e-9
j = np.arange(1, N + 1)
finite_factor = (1 + r**(2 * (N - j) + 1)) / (1 - r**(2 * N))
assert np.allclose(direct / ng, (1 - r) * r**(j - 1) * finite_factor,
                   atol=1e-10)

# Weak- and strong-screening limits from the plane solution
weak = charged_planes(240, 0.01, 1.0, 1.0)
weak_kappa = np.log(weak[0] / weak[1])
assert abs(weak_kappa / 0.1 - (1 - 0.01 / 24)) < 1e-6
strong = charged_planes(8, 1000.0, 1.0, 1.0)
assert abs(1000 * strong[1] / strong[0] - 1) < 0.003

# Capacitance from total stored energy
inverse_gap = COULOMB * (t_ox / eps_ox + d / (2 * eps_perp))
charge_below = ng - np.cumsum(direct)[:-1]
energy = (np.sum(direct**2) / (2 * D)
          + np.sum(charge_below**2) / (2 * K)
          + ng**2 * inverse_gap / 2)
inverse_total = inverse_gap + f[0] / D
assert abs(2 * energy / ng**2 / inverse_total - 1) < 1e-10

# Nonlinear filling and coherent interlayer hopping
hop = np.eye(N, k=1) + np.eye(N, k=-1)
laplacian = np.diag(hop.sum(axis=1)) - hop
first = np.eye(N)[0]


def filled_profile(gate, thermal, hopping=0.0):
    """Return layer densities from self-consistent Fermi-Dirac filling."""
    x = n0 / (D * thermal)
    mu = thermal * (x + np.log(-np.expm1(-x)))

    def density(v):
        levels, states = np.linalg.eigh(np.diag(-v) + hopping * hop)
        filling = np.logaddexp(0, (mu - levels) / thermal)
        return D * thermal * (states**2 @ filling)

    def residual(v):
        return K * laplacian @ v + density(v) - n0 - gate * first

    v = np.zeros(N)
    error = residual(v)
    for _ in range(200):
        size = np.linalg.norm(error)
        if size < 1e-11:
            break
        h = 1e-6
        jacobian = np.column_stack([
            (residual(v + h * unit) - residual(v - h * unit)) / (2 * h)
            for unit in np.eye(N)])
        step = np.linalg.solve(jacobian, -error)
        scale = 1.0
        while (np.linalg.norm(residual(v + scale * step))
               > size * (1 - 1e-4 * scale) and scale > 1e-7):
            scale /= 2
        v = v + scale * step
        error = residual(v)
    assert np.linalg.norm(error) < 1e-10
    return density(v)


empty_at = n0 / f[0]
below = filled_profile(-0.9 * empty_at, cold)
assert np.allclose(below - n0, -0.9 * empty_at * f, atol=1e-6)
beyond_gate = -1.3 * empty_at
beyond = filled_profile(beyond_gate, cold)
assert beyond[0] < 1e-8
assert np.allclose(beyond[1:] - n0,
                   (beyond_gate + n0) * fractions(N - 1, beta), atol=1e-6)

cold_hop = (filled_profile(ng, cold, 0.02)
            - filled_profile(0.0, cold, 0.02)) / ng
assert np.allclose(cold_hop, f, atol=1e-6)
warm = {}
for hopping in (0.0, 0.02, 0.10):
    warm[hopping] = (filled_profile(ng, kT, hopping)
                     - filled_profile(0.0, kT, hopping)) / ng
    assert abs(warm[hopping].sum() - 1) < 1e-8
assert abs(warm[0.10][0] - warm[0.0][0]) > 0.02

# Exchange self-energy at the Fermi wavevector, with optional screening
eps_exchange = np.sqrt(eps_par * eps_perp)
q_screen = COULOMB * D / (2 * eps_exchange)


def exchange_mu(density, screening):
    kf = np.sqrt(4 * np.pi * density / degeneracy)

    def integrand(x):
        q = 2 * kf * x
        weight = 1.0 if screening == 0 else q / (q + screening)
        return 2 * kf * np.arccos(x) * weight

    return (-COULOMB / (4 * np.pi**2 * eps_exchange)
            * quad(integrand, 0, 1, epsabs=1e-12)[0])


kf0 = np.sqrt(4 * np.pi * n0 / degeneracy)
bare_formula = -COULOMB * kf0 / (2 * np.pi**2 * eps_exchange)
assert abs(exchange_mu(n0, 0) / bare_formula - 1) < 1e-8
exchange = {}
for name, screening in (("bare", 0.0), ("screened", q_screen)):
    dn = 1e-3 * n0
    slope = (exchange_mu(n0 + dn, screening)
             - exchange_mu(n0 - dn, screening)) / (2 * dn)
    inverse_dos_factor = 1 + D * slope
    assert inverse_dos_factor > 0
    ratio = np.exp(-decay_constant(beta / inverse_dos_factor))
    exchange[name] = (D * slope, ratio)

# Oxide field and WKB transmission from channel to positive gate
field = COULOMB * ng / eps_ox                # V/nm
oxide_drop = field * t_ox
action = quad(lambda x: np.sqrt(2 * mass_ox * (barrier - field * x)
                               / HBAR2_M), 0, t_ox)[0]
closed_action = (2 * np.sqrt(2 * mass_ox / HBAR2_M) / (3 * field)
                 * (barrier**1.5 - (barrier - oxide_drop)**1.5))
assert abs(action / closed_action - 1) < 1e-9
log_transmission = -2 * action / np.log(10)

print(f"layers: {N}; mass: {mass} m_e; degeneracy: {degeneracy}")
print(f"spacing: {d:.2f} nm; eps_perp: {eps_perp:.1f}")
print(f"initial density per layer: {n0*100:.1f} x 1e12 cm^-2")
print(f"gate-induced density: {ng*100:.1f} x 1e12 cm^-2")
print(f"gate charge: {ng*sc.e*1e20:.3f} uC/cm^2")
print(f"oxide thickness: {t_ox:.1f} nm; eps_ox: {eps_ox:.1f}")
print(f"density of states D: {D:.3f} x 1e14 cm^-2 eV^-1")
print(f"quantum capacitance: {D*TO_UF:.2f} uF/cm^2")
print(f"interlayer capacitance: {K*TO_UF:.3f} uF/cm^2")
print(f"beta: {beta:.4f}; kappa: {kappa:.4f}")
print(f"semi-infinite ratio r: {r:.5f}")
print(f"decay length: {d/kappa:.4f} nm")
print(f"continuum Thomas-Fermi length: {d/np.sqrt(beta):.4f} nm")
print(f"last-pair ratio: {direct[-1]/direct[-2]:.5f}")
for index in range(N):
    print(f"layer {index+1}: {direct[index]*100:.6f} x 1e12 cm^-2;"
          f" fraction {f[index]:.7f}")
print(f"centroid below layer 1: {d*np.sum((j-1)*f):.4f} nm")
print(f"layer-1 energy shift: {1000*ng*f[0]/D:.2f} meV")
print(f"gap capacitance: {TO_UF/inverse_gap:.4f} uF/cm^2")
print(f"total capacitance: {TO_UF/inverse_total:.4f} uF/cm^2")
print(f"gate voltage change: {ng*inverse_total:.4f} V")
print(f"layer-1 depletion limit: {empty_at*100:.3f} x 1e12 cm^-2")
print(f"initial Fermi energy at 0 K: {1000*n0/D:.2f} meV")
print(f"temperature: {temperature:.0f} K; kT: {1000*kT:.2f} meV")
for hopping, values in warm.items():
    print(f"300 K, hopping {1000*hopping:.0f} meV: fractions 1-3 "
          + " ".join(f"{value:.5f}" for value in values[:3]))
print(f"cold, hopping 20 meV: layer-1 fraction {cold_hop[0]:.6f}")
r_valleys = np.exp(-decay_constant(3 * beta))
print(f"ratio r with threefold D: {r_valleys:.5f}")
print(f"in-plane eps: {eps_par:.1f}; exchange eps: {eps_exchange:.3f}")
for name, (change, ratio) in exchange.items():
    print(f"{name} exchange: change in 1/D {100*change:.1f} percent;"
          f" r {ratio:.5f}")
print(f"oxide field: {10*field:.3f} MV/cm")
print(f"rough breakdown field: {breakdown:.1f} MV/cm")
print(f"oxide voltage drop: {oxide_drop:.4f} V")
print(f"oxide barrier: {barrier:.1f} eV; mass: {mass_ox:.1f} m_e")
print(f"log10 WKB transmission: {log_transmission:.2f}")
print("verified")
```

Output:

```
layers: 5; mass: 0.5 m_e; degeneracy: 4
spacing: 0.65 nm; eps_perp: 6.0
initial density per layer: 20.0 x 1e12 cm^-2
gate-induced density: 10.0 x 1e12 cm^-2
gate charge: 1.602 uC/cm^2
oxide thickness: 5.0 nm; eps_ox: 20.0
density of states D: 4.177 x 1e14 cm^-2 eV^-1
quantum capacitance: 66.93 uF/cm^2
interlayer capacitance: 8.173 uF/cm^2
beta: 8.1888; kappa: 2.3115
semi-infinite ratio r: 0.09911
decay length: 0.2812 nm
continuum Thomas-Fermi length: 0.2271 nm
last-pair ratio: 0.10883
layer 1: 9.008890 x 1e12 cm^-2; fraction 0.9008890
layer 2: 0.892880 x 1e12 cm^-2; fraction 0.0892880
layer 3: 0.088495 x 1e12 cm^-2; fraction 0.0088495
layer 4: 0.008779 x 1e12 cm^-2; fraction 0.0008779
layer 5: 0.000955 x 1e12 cm^-2; fraction 0.0000955
centroid below layer 1: 0.0715 nm
layer-1 energy shift: 21.57 meV
gap capacitance: 2.9110 uF/cm^2
total capacitance: 2.8012 uF/cm^2
gate voltage change: 0.5720 V
layer-1 depletion limit: 22.200 x 1e12 cm^-2
initial Fermi energy at 0 K: 47.88 meV
temperature: 300 K; kT: 25.85 meV
300 K, hopping 0 meV: fractions 1-3 0.89177 0.09600 0.01084
300 K, hopping 20 meV: fractions 1-3 0.89089 0.09537 0.01201
300 K, hopping 100 meV: fractions 1-3 0.85449 0.11864 0.02051
cold, hopping 20 meV: layer-1 fraction 0.900889
ratio r with threefold D: 0.03769
in-plane eps: 15.0; exchange eps: 9.487
bare exchange: change in 1/D -80.0 percent; r 0.02331
screened exchange: change in 1/D -18.7 percent; r 0.08337
oxide field: 0.905 MV/cm
rough breakdown field: 5.0 MV/cm
oxide voltage drop: 0.4524 V
oxide barrier: 2.0 eV; mass: 0.2 m_e
log10 WKB transmission: -13.24
verified
```
